# Core levels and core admixtures in the Phillips-Kleinman equation: a program that tests the result

```python
"""Phillips-Kleinman (PK) operator: core levels and core admixtures.

Result under test: with exact core eigenstates c of H (energies E_c),
    H_PK(E) = H + sum_c (E - E_c) |c><c|
has every core state at energy E. If E equals the valence level E_v, each
phi = v + sum_c a_c c is an eigenstate at E_v; otherwise only v itself is.

Hartree atomic units. u(r) = r R(r) is a radial orbital, expanded in Lagrange
polynomials on mapped Gauss-Lobatto points. Vectors hold sqrt(mass) * u, so
that orbital overlaps are ordinary dot products.
Example: Ti atom, spherical exchange-only local-density approximation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, solve
from scipy.optimize import minimize
from scipy.special import eval_legendre, roots_jacobi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 22
R_BOX = 40.0
MAP_LENGTH = 2.0
DEGREE = 100

# Radial grid, quadrature and kinetic-energy matrix
x = np.concatenate(([-1.0], roots_jacobi(DEGREE - 1, 1, 1)[0], [1.0]))
legendre = eval_legendre(DEGREE, x)
weights = 2 / (DEGREE * (DEGREE + 1) * legendre**2)
difference = x[:, None] - x[None, :]
np.fill_diagonal(difference, 1.0)
derivative = legendre[:, None] / legendre[None, :] / difference
np.fill_diagonal(derivative, 0.0)
derivative[0, 0] = -DEGREE * (DEGREE + 1) / 4
derivative[-1, -1] = DEGREE * (DEGREE + 1) / 4
alpha = 2 * MAP_LENGTH / R_BOX
jacobian = MAP_LENGTH * (2 + alpha) / (1 - x + alpha)**2
r = (MAP_LENGTH * (1 + x) / (1 - x + alpha))[1:-1]
stiffness = derivative.T @ ((weights / jacobian)[:, None] * derivative)
stiffness = stiffness[1:-1, 1:-1]
mass = (weights * jacobian)[1:-1]
kinetic = 0.5 * stiffness / np.sqrt(np.outer(mass, mass))
kinetic = 0.5 * (kinetic + kinetic.T)


def hamiltonian(l, potential):
    return kinetic + np.diag(l * (l + 1) / (2 * r**2) + potential)


def add_pk(h, core_energies, core_vectors, energy):
    shifts = energy - core_energies
    return h + (core_vectors * shifts) @ core_vectors.T


def count_at(levels, energy):
    return int(np.sum(np.abs(levels - energy) < 1e-6))


# Independent test: analytic hydrogenic 1s and 2s orbitals as the core
u1 = 2 * Z**1.5 * r * np.exp(-Z * r)
u2 = Z**1.5 / np.sqrt(2) * r * (1 - Z * r / 2) * np.exp(-Z * r / 2)
hyd_core = np.column_stack((u1, u2)) * np.sqrt(mass)[:, None]
hyd_energies = np.array([-Z**2 / 2, -Z**2 / 8])
hyd_h = hamiltonian(0, -Z / r)
hyd_3s, hyd_4s = -Z**2 / 18, -Z**2 / 32
levels = eigh(add_pk(hyd_h, hyd_energies, hyd_core, hyd_3s),
              eigvals_only=True)
hyd_error = np.max(np.abs(levels[:4] - [hyd_3s, hyd_3s, hyd_3s, hyd_4s]))
assert hyd_error < 1e-6
levels = eigh(add_pk(hyd_h, hyd_energies, hyd_core, -20.0),
              eigvals_only=True)
assert np.allclose(levels[:4], [hyd_3s, -20, -20, hyd_4s], rtol=0, atol=1e-6)

# Self-consistent Ti atom with fixed shell occupations
occupations = {0: np.array([2.0, 2.0, 2.0, 2.0]),
               1: np.array([6.0, 6.0]), 2: np.array([2.0])}
potential = -(1 + (Z - 1) * np.exp(-Z**(1 / 3) * r)) / r
for iteration in range(1, 501):
    density = np.zeros_like(r)
    kinetic_total = 0.0
    for l, occ in occupations.items():
        _, vectors = eigh(hamiltonian(l, potential))
        occupied = vectors[:, :len(occ)]
        density += (occupied**2 @ occ) / mass
        t_l = hamiltonian(l, np.zeros_like(r))
        kinetic_total += occ @ np.sum(occupied * (t_l @ occupied), axis=0)
    hartree = (solve(stiffness, mass * density / r) + Z * r / R_BOX) / r
    exchange = -(3 * density / (4 * np.pi * r**2) / np.pi)**(1 / 3)
    new_potential = -Z / r + hartree + exchange
    change = np.max(np.abs(r * (new_potential - potential)))
    if change < 1e-8:
        break
    potential = potential + 0.3 * (new_potential - potential)
assert change < 1e-8
potential_total = np.sum(mass * density
                         * (-Z / r + hartree / 2 + 0.75 * exchange))
virial_residual = 2 * kinetic_total + potential_total
assert abs(virial_residual) < 1e-4

# s channel: core 1s, 2s, 3s and valence 4s
h_s = hamiltonian(0, potential)
e_s, y_s = eigh(h_s)
basis = y_s[:, :4] * np.sign(y_s[2, :4])
core, valence = basis[:, :3], basis[:, 3]
e_core, e_val = e_s[:3], e_s[3]
h_pk = add_pk(h_s, e_core, core, e_val)
pk_levels, pk_vectors = eigh(h_pk)
multiplicity_s = count_at(pk_levels, e_val)
assert multiplicity_s == 4
assert np.allclose(pk_levels[4:9], e_s[4:9], rtol=0, atol=1e-6)
# The solver's eigenspace contains nothing beyond core and valence states
outside = pk_vectors[:, :4] - basis @ (basis.T @ pk_vectors[:, :4])
assert np.linalg.norm(outside) < 1e-6

# p core levels are lifted to the same energy
h_p = hamiltonian(1, potential)
e_p, y_p = eigh(h_p)
p_levels = eigh(add_pk(h_p, e_p[:2], y_p[:, :2], e_val), eigvals_only=True)
multiplicity_p = count_at(p_levels, e_val)
assert multiplicity_p == 2
multiplicity_total = multiplicity_s + 3 * multiplicity_p

# A different operator energy: core at that energy, valence state stays pure
trial = -0.5
h_trial = add_pk(h_s, e_core, core, trial)
trial_levels, trial_vectors = eigh(h_trial)
assert count_at(trial_levels, trial) == 3
assert count_at(trial_levels, e_val) == 1
index = int(np.argmin(np.abs(trial_levels - e_val)))
trial_core_weight = np.sum((core.T @ trial_vectors[:, index])**2)
assert trial_core_weight < 1e-10

# Mixture of least kinetic energy, by matrix and by direct minimization
t_small = basis.T @ kinetic @ basis
t_min, combination = eigh(t_small)
assert abs(combination[3, 0]) > 1e-3
a_smooth = combination[:3, 0] / combination[3, 0]


def kinetic_quotient(a):
    c = np.append(a, 1.0)
    return c @ t_small @ c / (c @ c)


direct = minimize(kinetic_quotient, np.zeros(3))
assert abs(direct.fun - t_min[0]) < 1e-6

# Compare three members of the degenerate family
a_round = np.array([0.1, -0.2, 0.3])
choices = {"4s": np.zeros(3), "round": a_round, "smooth": a_smooth}
far = int(np.argmin(np.abs(r - 10.0)))
rows = []
for name, a in choices.items():
    norm2 = 1 + a @ a
    phi = (valence + core @ a) / np.sqrt(norm2)
    assert np.linalg.norm(h_pk @ phi - e_val * phi) < 1e-6
    mean_pk = phi @ h_pk @ phi
    mean_h = phi @ h_s @ phi
    assert abs(mean_h - (e_val + a**2 @ e_core) / norm2) < 1e-6
    recovered = phi - core @ (core.T @ phi)
    recovered /= np.linalg.norm(recovered)
    assert np.linalg.norm(recovered - valence) < 1e-8
    core_weight = np.sum((core.T @ phi)**2)
    acted = h_trial @ phi
    spread = np.linalg.norm(acted - (phi @ acted) * phi)
    predicted = abs(trial - e_val) * np.sqrt(core_weight * (1 - core_weight))
    assert abs(spread - predicted) < 1e-6
    density_ratio = (phi[far] / valence[far])**2
    assert abs(density_ratio - 1 / norm2) < 1e-4
    u = phi / np.sqrt(mass)
    visible = u[np.abs(u) > 1e-4 * np.max(np.abs(u))]
    nodes = int(np.sum(visible[1:] * visible[:-1] < 0))
    rows.append((name, a, norm2, core_weight, mean_pk, mean_h,
                 phi @ kinetic @ phi, spread, density_ratio, nodes))

print("Ti atom, exchange-only LDA, 3d2 4s2, nonrelativistic")
print(f"Nuclear charge: {Z}; box radius: {R_BOX:.1f} bohr")
print(f"Polynomial degree: {DEGREE}; SCF iterations: {iteration}")
print(f"Virial residual 2T+V: {virial_residual:.1e} Ha")
print(f"Hydrogenic test, largest level error: {hyd_error:.1e} Ha")
for label, energy in zip(("1s", "2s", "3s"), e_core):
    print(f"E_{label} = {energy:.5f} Ha; PK shift = {e_val-energy:.5f} Ha")
for label, energy in zip(("2p", "3p"), e_p[:2]):
    print(f"E_{label} = {energy:.5f} Ha; PK shift = {e_val-energy:.5f} Ha")
print(f"E_4s = {e_val:.5f} Ha = {e_val*HARTREE_EV:.4f} eV")
print("Lowest five s levels of H_PK(E_4s), Ha:",
      " ".join(f"{value:.5f}" for value in pk_levels[:5]))
print(f"Multiplicity at E_4s, s channel: {multiplicity_s}")
print(f"Multiplicity at E_4s, p radial channel: {multiplicity_p}")
print(f"Spatial multiplicity, s plus three p: {multiplicity_total}")
print(f"Other operator energy: {trial:.5f} Ha")
print("Lowest five s levels there, Ha:",
      " ".join(f"{value:.5f}" for value in trial_levels[:5]))
print(f"Core weight of valence state there: {trial_core_weight:.1e}")
print("Orbital signs: all u(r) positive near the nucleus")
for (name, a, norm2, weight, mean_pk, mean_h, t_mean, spread,
     ratio, nodes) in rows:
    print(f"[{name}] a_1s, a_2s, a_3s = "
          + ", ".join(f"{value:.5f}" for value in a))
    print(f"  norm squared before scaling = {norm2:.5f};"
          f" core weight = {weight:.5f}")
    print(f"  <H_PK(E_4s)> = {mean_pk:.5f} Ha; <H> = {mean_h:.5f} Ha")
    print(f"  <T> = {t_mean:.5f} Ha; radial nodes = {nodes}")
    print(f"  energy spread at other operator energy = {spread:.5f} Ha")
    print(f"  density ratio to 4s at r = {r[far]:.3f} bohr: {ratio:.5f}")
print("verified")
```

It prints:

```
Ti atom, exchange-only LDA, 3d2 4s2, nonrelativistic
Nuclear charge: 22; box radius: 40.0 bohr
Polynomial degree: 100; SCF iterations: 53
Virial residual 2T+V: 3.0e-08 Ha
Hydrogenic test, largest level error: 5.7e-12 Ha
E_1s = -177.19447 Ha; PK shift = 177.05930 Ha
E_2s = -19.39841 Ha; PK shift = 19.26324 Ha
E_3s = -2.21070 Ha; PK shift = 2.07553 Ha
E_2p = -16.22420 Ha; PK shift = 16.08903 Ha
E_3p = -1.37630 Ha; PK shift = 1.24114 Ha
E_4s = -0.13517 Ha = -3.6781 eV
Lowest five s levels of H_PK(E_4s), Ha: -0.13517 -0.13517 -0.13517 -0.13517 0.00126
Multiplicity at E_4s, s channel: 4
Multiplicity at E_4s, p radial channel: 2
Spatial multiplicity, s plus three p: 10
Other operator energy: -0.50000 Ha
Lowest five s levels there, Ha: -0.50000 -0.50000 -0.50000 -0.13517 0.00126
Core weight of valence state there: 1.5e-25
Orbital signs: all u(r) positive near the nucleus
[4s] a_1s, a_2s, a_3s = 0.00000, 0.00000, 0.00000
  norm squared before scaling = 1.00000; core weight = 0.00000
  <H_PK(E_4s)> = -0.13517 Ha; <H> = -0.13517 Ha
  <T> = 0.81842 Ha; radial nodes = 3
  energy spread at other operator energy = 0.00000 Ha
  density ratio to 4s at r = 9.910 bohr: 1.00000
[round] a_1s, a_2s, a_3s = 0.10000, -0.20000, 0.30000
  norm squared before scaling = 1.14000; core weight = 0.12281
  <H_PK(E_4s)> = -0.13517 Ha; <H> = -2.52808 Ha
  <T> = 2.93609 Ha; radial nodes = 1
  energy spread at other operator energy = 0.11974 Ha
  density ratio to 4s at r = 9.910 bohr: 0.87719
[smooth] a_1s, a_2s, a_3s = -0.01135, 0.08993, -0.42864
  norm squared before scaling = 1.19195; core weight = 0.16104
  <H_PK(E_4s)> = -0.13517 Ha; <H> = -0.60494 Ha
  <T> = 0.08912 Ha; radial nodes = 0
  energy spread at other operator energy = 0.13410 Ha
  density ratio to 4s at r = 9.910 bohr: 0.83896
verified
```
